\section*{Applying the meta-GGA tau operator in plane waves with FFTs}

\section{The operator that the energy requires}

A meta-GGA energy of the kind treated here depends on the kinetic-energy density $\tau$, so its derivative with respect to an orbital contains a differential operator as well as a multiplicative potential. Two shortcuts suggest themselves, and both do damage. If the $\tau$ term is left out of the Hamiltonian, the orbitals are driven by forces that do not belong to the energy being reported: in the example below, the energy slope is then wrong by 22\% of its true value along one random change of the orbitals, and by 0.1 to about 2\% along others drawn in the same way. If the term is replaced by $-\tfrac12 v_\tau\nabla^2$, as though $v_\tau$ were a constant, the matrix is no longer Hermitian. The difference between that matrix and its adjoint reaches 0.24 of its largest element in the example, and eigensolvers that assume Hermiticity lose their foundation.

The correct operator is
\begin{equation}
\hat V_\tau\psi=-\tfrac12\nabla\cdot\left(v_\tau\nabla\psi\right),\qquad v_\tau=\frac{\partial e}{\partial\tau},
\label{eq:op}
\end{equation}
where $e(n,\sigma,\tau)$ is the exchange-correlation energy per volume, $n$ the density and $\sigma=|\nabla n|^2$. Because $\hat V_\tau$ is not multiplicative, the orbital equations are generalized Kohn--Sham equations: the energy is made stationary with respect to the orbitals, not with respect to a common local potential.

Hartree atomic units are used. The system is spin-unpolarized, there is no vector potential, and $e$ must be differentiable at the values it meets on the grid.

\section{Conventions on the grid}

Let the cell have volume $\Omega$ and a uniform grid of $N=N_1N_2N_3$ points. With $\mathbf q=\mathbf k+\mathbf G$, an orbital is
\begin{equation}
\psi(\mathbf r)=\Omega^{-1/2}e^{i\mathbf k\cdot\mathbf r}u(\mathbf r),\qquad u(\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{\mathbf G}|^2=1,
\end{equation}
where the sum runs over the sphere $q^2/2\le E_{\rm cut}$. The transforms are
\begin{equation}
F^{-1}[c](\mathbf r)=\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad
F[X]_{\mathbf G}=\frac1N\sum_{\mathbf r}X(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}.
\end{equation}
If $m_j$ is the largest absolute Miller index in direction $j$, then $N_j\ge 2m_j+1$ guarantees that different plane waves of the sphere occupy different grid frequencies. This is assumed throughout.

The periodic part of $\partial_\alpha\psi$ is, apart from $\Omega^{-1/2}$,
\begin{equation}
D_\alpha c=F^{-1}[iq_\alpha c].
\end{equation}
With k-point weights $w$ and occupations $f$, the sum over all bands and k-points gives
\begin{equation}
n=\frac1\Omega\sum wf|u|^2,\qquad
\tau=\frac1{2\Omega}\sum wf\sum_\alpha|D_\alpha c|^2,\qquad
E=\frac{\Omega}{N}\sum_{\mathbf r}e(n,\sigma,\tau).
\label{eq:energy}
\end{equation}
Everything below refers to this grid energy $E$. It approximates the integral of $e$, and the two must be kept apart in the error analysis.

The density gradient is also taken by FFT: $\partial_\alpha n$ has the Fourier coefficients $ig_\alpha\hat n_{\mathbf g}$, where $\mathbf g$ is the grid frequency folded to the range around zero. On an even grid the Nyquist index $-N_j/2$ has no partner of opposite sign, and its coefficients are set to zero in first derivatives.

\section{Derivative of the grid energy}

Vary the coefficients at fixed occupations. From $\delta\sigma=2\nabla n\cdot\nabla\delta n$,
\begin{equation}
\delta E=\frac\Omega N\sum_{\mathbf r}\Big[v_n\,\delta n+2v_\sigma\sum_\alpha\partial_\alpha n\,\partial_\alpha\delta n+v_\tau\,\delta\tau\Big],
\label{eq:var}
\end{equation}
with $v_n=\partial e/\partial n$ and $v_\sigma=\partial e/\partial\sigma$.

The second term needs summation by parts. For real fields $a$ and $b$, Parseval's relation gives
\begin{equation}
\frac1N\sum_{\mathbf r}a\,\partial_\alpha b=\sum_{\mathbf g}\hat a_{\mathbf g}^*\,ig_\alpha\hat b_{\mathbf g},\qquad
\frac1N\sum_{\mathbf r}b\,\partial_\alpha a=\sum_{\mathbf g}\hat b_{\mathbf g}^*\,ig_\alpha\hat a_{\mathbf g}.
\end{equation}
In the second sum replace $\mathbf g$ by $-\mathbf g$ and use $\hat a_{-\mathbf g}=\hat a_{\mathbf g}^*$, which holds for real fields. It becomes $-\sum_{\mathbf g}\hat b_{\mathbf g}\,ig_\alpha\hat a^*_{\mathbf g}$, the negative of the first. The derivative is therefore antisymmetric on the grid itself. The step requires the multiplier $g_\alpha$ to change sign under $\mathbf g\to-\mathbf g$ for every term of the sum, which the removal of the unpaired Nyquist terms ensures. Moving it off $\delta n$ produces the local potential
\begin{equation}
v_{\rm loc}=v_n-\sum_\alpha\partial_\alpha\left(2v_\sigma\,\partial_\alpha n\right).
\end{equation}

The variations of the fields in \eqref{eq:energy} are
\begin{equation}
\delta n=\frac2\Omega\,{\rm Re}\sum wf\,\delta u^*u,\qquad
\delta\tau=\frac1\Omega\,{\rm Re}\sum wf\sum_\alpha(D_\alpha\delta c)^*D_\alpha c .
\end{equation}
The factor 2 from varying a squared modulus survives in $\delta n$ and cancels the $\tfrac12$ of the kinetic-energy density in $\delta\tau$. Insert both:
\begin{equation}
\delta E={\rm Re}\sum wf\,\frac1N\sum_{\mathbf r}\Big[2v_{\rm loc}\,\delta u^*u+v_\tau\sum_\alpha(D_\alpha\delta c)^*D_\alpha c\Big].
\end{equation}
Now write out $\delta u$ and $D_\alpha\delta c$ in plane waves. For any field $X$,
\begin{equation}
\frac1N\sum_{\mathbf r}\delta u^*X=\sum_{\mathbf G}\delta c^*_{\mathbf G}F[X]_{\mathbf G},\qquad
\frac1N\sum_{\mathbf r}(D_\alpha\delta c)^*X=\sum_{\mathbf G}\delta c^*_{\mathbf G}(-iq_\alpha)F[X]_{\mathbf G}.
\label{eq:adj}
\end{equation}
With $X=v_\tau D_\alpha c=v_\tau F^{-1}[iq_\alpha c]$ the two imaginary units combine to $(-i)(i)=1$. Taking out a common factor 2 leaves
\begin{equation}
\delta E=2\,{\rm Re}\sum wf\sum_{\mathbf G}\delta c^*_{\mathbf G}\big[(V_{\rm loc}+V_\tau)c\big]_{\mathbf G},
\label{eq:slope}
\end{equation}
where $V_{\rm loc}c=F[v_{\rm loc}u]$ and
\begin{equation}
\boxed{\;(V_\tau c)_{\mathbf G}=\frac12\sum_\alpha q_\alpha\,F\big[v_\tau\,F^{-1}[q_\alpha c]\big]_{\mathbf G}\;}
\label{eq:main}
\end{equation}
This is \eqref{eq:op} in plane waves: each gradient supplies $iq_\alpha$, and the prefactor $-\tfrac12$ times $i^2$ gives $+\tfrac12$. No step assumed that the grid was fine enough to integrate $e$ accurately, so \eqref{eq:slope} is the derivative of the grid energy on coarse grids too. The coefficients were varied freely; orthonormality enters afterwards through the eigenvalue problem.

\section{Hermiticity, matrix elements and limits}

Multiply \eqref{eq:main} by $a^*_{\mathbf G}$, sum, and use \eqref{eq:adj} backwards:
\begin{equation}
\langle a|V_\tau|b\rangle=\frac1{2N}\sum_{\mathbf r}v_\tau\sum_\alpha(D_\alpha a)^*D_\alpha b .
\label{eq:form}
\end{equation}
Exchanging $a$ and $b$ and taking the complex conjugate leaves the right side unchanged when $v_\tau$ is real. That proves Hermiticity without any demand on the smoothness of $v_\tau$.

For two single plane waves, \eqref{eq:main} gives
\begin{equation}
\langle\mathbf G|V_\tau|\mathbf G'\rangle=\tfrac12\,\mathbf q\cdot\mathbf q'\,\hat v_\tau(\mathbf G-\mathbf G'),
\label{eq:elem}
\end{equation}
where $\hat v_\tau=F[v_\tau]$ is periodic in its grid indices. The faulty operator $-\tfrac12v_\tau\nabla^2$ has $\tfrac12q'^2$ in place of $\tfrac12\mathbf q\cdot\mathbf q'$. It differs from its adjoint by $\tfrac12(q'^2-q^2)\hat v_\tau(\mathbf G-\mathbf G')$, which vanishes for all pairs if $v_\tau$ is constant. In that limit $V_\tau$ is simply $v_\tau q^2/2$, a rescaled kinetic energy.

In general the kinetic and $\tau$ terms combine to $-\tfrac12\nabla\cdot(1+v_\tau)\nabla$, so $1+v_\tau$ acts as a position-dependent inverse mass. It should stay positive. If it were negative throughout some region, a wave packet confined there with wavevector $Q$ would have an energy falling as $-Q^2$, and the lowest eigenvalue at fixed $v_\tau$ would sink without limit as the cutoff was raised.

Setting $a=b=c$ in \eqref{eq:form}, weighting with $wf$ and using the definition of $\tau$ gives the sum rule
\begin{equation}
\sum wf\,\langle c|V_\tau|c\rangle=\frac{\Omega}{N}\sum_{\mathbf r}v_\tau\,\tau .
\label{eq:sum}
\end{equation}
The sum of occupied eigenvalues contains this quantity. A total energy assembled from eigenvalues must therefore subtract it, together with the corresponding sum of $v_{\rm loc}n$, before $E$ is added.

\section{Algorithm and operation count}

The field $v_\tau$ is computed once per potential update and serves all bands and k-points. For one band, repeat for $\alpha=x,y,z$:
\begin{enumerate}
\item multiply $c_{\mathbf G}$ by $q_\alpha$ and place the result on the FFT grid;
\item apply $F^{-1}$, multiply by $v_\tau/2$, and apply $F$;
\item multiply by $q_\alpha$ on the sphere and add to the result vector.
\end{enumerate}
This uses three inverse and three forward transforms, in addition to the one pair for the local potential. As complete three-dimensional transforms the forward ones cannot be merged, because each result is multiplied by a different component of $\mathbf q$. Part of the work can still be shared. Written as $\mathbf q=\sum_j\kappa_j\mathbf b_j$, each $\kappa_j$ depends only on the grid index of direction $j$, so it can be applied between the one-dimensional passes of the FFT. Local and $\tau$ terms together then need $2+3+4=9$ inverse and $4+3+2=9$ forward passes over the grid instead of 12 each, at the price of mixing the three fields with the metric $\mathbf b_i\cdot\mathbf b_j$. The count below is for the plain form.

To count real operations, take a radix-2 FFT. A line of length $M$ passes through $\log_2M$ levels of $M/2$ butterflies. Each butterfly has one complex product (6 operations) and two complex additions (4), so a level costs $5M$. Transforming all lines along direction $j$ costs $5N\log_2N_j$, and the three directions add up to $5N\log_2N$. This counts multiplications by trivial phase factors and treats the whole grid, including its empty part.

Six transforms cost $30N\log_2N$. The product of a real field with a complex one takes 2 operations per point, hence $6N$ for three directions. On the sphere of $N_{\rm pw}$ plane waves, each direction needs two real-by-complex products and one complex addition, which is $6N_{\rm pw}$, or $18N_{\rm pw}$ in all. With $\tfrac12$ and the $1/N$ of the forward transform absorbed in the stored field,
\begin{equation}
C_\tau=30N\log_2N+6N+18N_{\rm pw}\quad\text{per band}.
\label{eq:cost}
\end{equation}

\section{A shorter form and its condition}

Three extra pairs are the price of \eqref{eq:main}, not a lower bound. The product rule $\nabla^2(v\psi)=v\nabla^2\psi+2\nabla v\cdot\nabla\psi+\psi\nabla^2v$ can be solved for $\nabla v\cdot\nabla\psi$ and inserted in $\nabla\cdot(v\nabla\psi)=v\nabla^2\psi+\nabla v\cdot\nabla\psi$:
\begin{equation}
-\tfrac12\nabla\cdot(v\nabla\psi)=-\tfrac14\left[\nabla^2(v\psi)+v\nabla^2\psi-\psi\nabla^2v\right].
\end{equation}
On the grid, let $\ell=F^{-1}[-q^2c]$ and let $\lambda$ be the Laplacian of $v_\tau$, computed once per potential update. Then
\begin{equation}
(V_{\rm loc}+V_\tau)c=F\big[v_{\rm loc}u-\tfrac14(v_\tau\ell-\lambda u)\big]+\tfrac14q^2F[v_\tau u].
\end{equation}
The inverse transforms are those for $u$ and $\ell$, and there are two forward transforms. The total is two pairs instead of four.

The saving has a condition. The matrix element of the $\tau$ part is now
\begin{equation}
\tfrac14\left(q^2+q'^2-|\mathbf g|^2\right)\hat v_\tau(\mathbf G-\mathbf G'),
\end{equation}
where $\mathbf g$ is $\mathbf G-\mathbf G'$ after folding onto the grid. If nothing is folded, $\mathbf g=\mathbf q-\mathbf q'$, the bracket equals $2\mathbf q\cdot\mathbf q'$, and \eqref{eq:elem} is recovered. Since index differences reach at most $2m_j$, this is guaranteed by $N_j>4m_j$. On a coarser grid, a pair whose difference folds onto a non-Nyquist frequency acquires the error
\begin{equation}
\tfrac14\left(|\mathbf q-\mathbf q'|^2-|\mathbf g|^2\right)\hat v_\tau(\mathbf G-\mathbf G').
\label{eq:fold}
\end{equation}
The three-pair form contains no folded $|\mathbf g|^2$ and remains the derivative of the grid energy.

\section{Error analysis}

\paragraph{Error in $v_\tau$.} Suppose $v_\tau$ is wrong by $\delta v$. For normalized $a$ and $b$, \eqref{eq:form} and the Cauchy--Schwarz inequality give
\begin{equation}
|\langle a|\delta V_\tau|b\rangle|\le\tfrac12\max|\delta v|\Big(\sum_{\mathbf G}q^2|a_{\mathbf G}|^2\Big)^{1/2}\Big(\sum_{\mathbf G}q^2|b_{\mathbf G}|^2\Big)^{1/2}\le E_{\rm cut}\max|\delta v| .
\label{eq:bound}
\end{equation}
Here Parseval's relation turned $N^{-1}\sum_{\mathbf r}\sum_\alpha|D_\alpha a|^2$ into $\sum q^2|a|^2$, and $q^2\le2E_{\rm cut}$ on the sphere. The bound grows with the cutoff, whereas an error in a local potential is bounded by its own maximum. For orbitals of low kinetic energy the middle expression is the more useful estimate. With $v_\tau$ in place of $\delta v$, the same bound limits how far $V_\tau$ can shift any eigenvalue.

\paragraph{Grid error.} If $N_j>4m_j$, the products in $n$ and $\tau$ are represented without folding, and so is $\nabla n$. The function $e$ is nonlinear, however, so $e$ and $v_\tau$ contain higher frequencies, and $E$ still differs from the integral. Agreement between the operator and the slope of $E$ says nothing about this error; it has to be judged by refining the grid.

\paragraph{Error of the slope test.} Equation \eqref{eq:slope} can be checked against energies alone. With $E(t)$ the energy after a step $t$ along a fixed change of the coefficients, Taylor expansion gives
\begin{equation}
\frac{8[E(h)-E(-h)]-[E(2h)-E(-2h)]}{12h}=E'(0)-\frac{h^4}{30}E^{(5)}(0)+O(h^6),
\end{equation}
because the third-order terms, $8h^3E'''/3$ from each bracket, cancel. Rounding adds an error of order $\epsilon|E|/h$ for machine precision $\epsilon$, so $h$ must not be made too small.

\section{Worked example}

The model cell has lattice vectors $(7,0,0)$, $(2,6,0)$ and $(1,2,6)$ bohr and volume 252 bohr$^3$. The potential is $-0.2\sum_{j=1}^3\cos(\mathbf b_j\cdot\mathbf r)$ hartree, with $\mathbf b_j$ the reciprocal basis vectors. Four doubly occupied bands are taken at each of the two k-points $(\tfrac14,\tfrac14,\tfrac14)$ and $(\tfrac14,-\tfrac14,0)$, in units of the $\mathbf b_j$, each of weight $\tfrac12$, with $E_{\rm cut}=4.5$ hartree. The functional is TPSS exchange; correlation is left out, and the bands are not self-consistent. Neither matters for the identities, which hold for any orbitals.

The largest Miller index is 3, so a grid of $16^3=4096$ points satisfies $16>4\times3$. On it $v_\tau$ runs from $-0.0083$ to $0.0397$ with mean $0.0122$. It changes sign, but $1+v_\tau$ stays between 0.992 and 1.040 on this grid (a $48^3$ grid raises the maximum of $v_\tau$ to 0.0406), so the inverse mass is safely positive. By \eqref{eq:bound}, $V_\tau$ shifts no eigenvalue by more than $4.5\times0.0397=0.18$ hartree. The expectation values are far smaller, between 0.0024 and 0.0070 hartree.

Equation \eqref{eq:elem} can be followed by hand for $\mathbf G=0$ and $\mathbf G'=\mathbf b_1$ at the first k-point. There $\mathbf q\cdot\mathbf q'=0.249$ bohr$^{-2}$ and $\hat v_\tau(-\mathbf b_1)=2.7\times10^{-5}$, so the element is $\tfrac12\times0.249\times2.7\times10^{-5}\approx3\times10^{-6}$ hartree. This Fourier coefficient happens to be tiny compared with the mean of $v_\tau$. Raising the cutoff to 8 hartree moves it to $2.8\times10^{-5}$, and moves the sum given next by $10^{-5}$ hartree.

For the sum rule, $wf=\tfrac12\times2=1$. The four expectation values add up to 0.02016 hartree at the first k-point and 0.01812 hartree at the second, together 0.03828 hartree (1.042 eV) per cell. The grid sum of $v_\tau\tau$ gives the same number.

Along one random change of all orbitals, the energy slope is
\begin{equation}
\underbrace{-0.016341}_{\text{local}}+\underbrace{0.002897}_{\tau}=-0.013444\ \text{hartree}.
\end{equation}
The finite difference of the energy agrees to $2\times10^{-13}$ hartree. Without the $\tau$ part the error would be $0.002897/0.013444=22\%$ of the slope. This fraction depends strongly on the direction and is unusually large here: seven other random directions of the same kind give between 0.1 and about 2\%.

On a grid of $8^3$ points, which violates $N_j>4m_j$, the three-pair form still matches the slope of that grid's own energy to within the rounding error of the finite difference, which is of order $\epsilon|E|/h\sim10^{-12}$ hartree for the step $h=5\times10^{-4}$ used. The short form misses it by $2.4\times10^{-5}$ hartree, about 0.2\% of the fine-grid slope. On the fine grid the two forms agree to rounding.

With $N=4096$, $\log_2N=12$ and $N_{\rm pw}=116$, equation \eqref{eq:cost} gives
\begin{equation}
C_\tau=1\,474\,560+24\,576+2\,088=1\,501\,224
\end{equation}
real operations per band, 98\% of them in the transforms. The numerical check obtains the same total by tallying the arithmetic of a working radix-2 implementation, and it tests the operator against direct quadrature over plane waves.

\section*{Computed values}
\begin{verbatim}
lattice vector a1 (bohr): [7. 0. 0.]
lattice vector a2 (bohr): [2. 6. 0.]
lattice vector a3 (bohr): [1. 2. 6.]
cell volume: 252.0 bohr^3
cutoff: 4.5 hartree; cosine amplitude: 0.2 hartree
k-points (fractions of b1,b2,b3): [0.25 0.25 0.25] and [ 0.25 -0.25  0.  ]
k weight: 0.5; bands per k: 4; electrons per band: 2.0
plane waves at k1, k2: 116, 114
largest Miller index m: 3; 4m = 12
fine grid: 16^3 = 4096 points; coarse grid: 8^3 = 512 points
density min, max: 0.00305, 0.09831 bohr^-3
TPSS exchange energy, fine grid: -2.106297 hartree per cell
largest relative deviation of e from libxc: 1.1e-15
v_tau min, mean, max: -0.00830, 0.01222, 0.03966 (dimensionless)
element G=0, G'=b1 at k1: q.q' = 0.248978 bohr^-2
  v_tau Fourier coefficient at -b1: 0.000027 (imag 8e-19)
  matrix element from FFT operator: 0.0000033 hartree
FFT operator vs quadrature, relative: 3.9e-16
Hermiticity defect, three-pair form, relative: 1.9e-16
Hermiticity defect, -1/2 v_tau Laplacian, relative: 0.242
<V_tau> of bands 1-4 at k1 (hartree): 0.002367, 0.006415, 0.005658, 0.005716
<V_tau> of bands 1-4 at k2 (hartree): 0.002777, 0.003883, 0.004421, 0.007040
sum of w f <V_tau>: 0.03827735 hartree = 1.04158 eV
integral of v_tau tau: 0.03827735 hartree
energy slope, local part: -0.016341164 hartree
energy slope, tau part: 0.002896878 hartree
energy slope, sum of both: -0.013444286 hartree
energy slope, finite difference: -0.013444286 hartree
slope error, fine grid: 1.7e-13 hartree
FFT pairs: local 1, tau extra 3, total 4
FFT pairs in short form, local and tau together: 2
short form vs three-pair form, fine grid, relative: 2.0e-15
coarse grid Hermiticity defect, three-pair form: 8.0e-17
coarse grid slope error, three-pair form: 4.4e-15 hartree
coarse grid slope error, short form: 2.4e-05 hartree
log2 of fine grid points: 12
tau operations per band: FFT part 1474560, grid products 24576, sphere 2088
tau operations per band, tallied: 1501224; formula: 1501224
FFT share of tau operations: 98.22 percent
\end{verbatim}
